# Why finite-range cluster expansions miss coherency energy in long-period superlattices: a numerical check

```python
# RESULT UNDER TEST
# In a size-mismatched alloy the energy of a long-period A_nB_n superlattice
# tends to a coherency energy that depends on the layer normal. A finite-range
# cluster expansion (CE) tends to zero as 1/n; with an added composition-only
# term g(x) it tends to one value for all normals. Both therefore fail, except
# that CE + g(x) works when the crystal is elastically isotropic.
#
# Model: zincblende, one sublattice mixed (A or B), the other common.
# Keating energy = sum of squares of bond and angle residuals.
#   a: lattice constant (nm)     alpha, beta: stretch and bend constants (N/m)
#   misfit: relative size difference of B and A
#   c: +1/2 on B sites, -1/2 on A sites (composition x = 1/2)
#   J(k): relaxed energy of a unit composition wave (meV per mixed site)
# Wavevectors k are in units 1/a, lattice vectors R in units a.
# Energies: 1 (N/m) nm^2 = 1e-18 J.  Stiffness: 1 (N/m)/nm = 1 GPa.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

a, alpha, beta, misfit = 0.55, 45.0, 10.0, 0.04
MEV = 1e-18 / const.e * 1e3
volume = a**3 / 4
bond2 = 3 * a**2 / 16
T = a / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1.0]])
HOP = (T - T[0]) / a
PAIRS = list(itertools.combinations(range(4), 2))
rng = np.random.default_rng(5)

# Two in-plane lattice vectors and one step to the next layer
CELLS = {
    "001": [[.5, .5, 0], [.5, -.5, 0], [.5, 0, .5]],
    "110": [[.5, -.5, 0], [0, 0, 1], [.5, 0, .5]],
    "111": [[.5, -.5, 0], [0, .5, -.5], [.5, .5, 0]],
}
Q = {s: np.linalg.solve(np.array(m, float), [0, 0, 2 * np.pi])
     for s, m in CELLS.items()}
NORMAL = {s: q / np.linalg.norm(q) for s, q in Q.items()}


def layer_offset(label, R):
    return np.rint(R @ Q[label] / (2 * np.pi)).astype(int)


def wave_interaction(k, stretch=alpha, bend=beta):
    """J(k) from harmonic relaxation of both sublattices."""
    k = np.atleast_2d(k)
    ph = np.exp(1j * k @ HOP.T)
    A = np.zeros((len(k), 16, 6), complex)
    b = np.zeros((len(k), 16), complex)
    ws = np.sqrt(3 * stretch / (8 * bond2))
    wb = np.sqrt(3 * bend / (8 * bond2))
    for i in range(4):
        A[:, i, :3] = -2 * ws * T[i]
        A[:, i, 3:] = 2 * ws * T[i] * ph[:, i, None]
        b[:, i] = -2 * ws * bond2
    for p, (i, j) in enumerate(PAIRS):
        pi, pj = ph[:, i, None], ph[:, j, None]
        # angle centred on the mixed atom
        A[:, 4 + p, :3] = -wb * (T[i] + T[j])
        A[:, 4 + p, 3:] = wb * (T[i] * pj + T[j] * pi)
        b[:, 4 + p] = wb * 2 * bond2 / 3
        # angle centred on the common atom
        A[:, 10 + p, :3] = -wb * (T[i] * pj.conj() + T[j] * pi.conj())
        A[:, 10 + p, 3:] = wb * (T[i] + T[j])
        b[:, 10 + p] = wb * bond2 / 3 * (pi + pj).conj()[:, 0]
    Ah = A.conj().transpose(0, 2, 1)
    force = Ah @ b[:, :, None]
    u = np.linalg.solve(Ah @ A, force)
    relaxed = np.sum(abs(b)**2, axis=1) - np.sum(
        force.conj() * u, axis=(1, 2)).real
    return relaxed * misfit**2 * MEV


def relaxed_energy(label, comp, size, contrast=0.0, strain=None):
    """Nonlinear Keating energy per mixed site of a layered supercell.
    Atoms relax; the cell relaxes too unless a strain is imposed."""
    N = len(comp)
    layers = np.arange(N)
    hops = layer_offset(label, HOP)
    length = np.sqrt(bond2) * (1 + size * comp)
    stiff = 1 + 2 * contrast * comp
    ws, wb = 3 * alpha / (8 * bond2), 3 * beta / (8 * bond2)
    back = [(layers - h) % N for h in hops]

    def residual(x):
        e = np.array([[x[0], x[5], x[4]], [x[5], x[1], x[3]],
                      [x[4], x[3], x[2]]])
        u = np.concatenate([np.zeros(3), x[6:]]).reshape(2, N, 3)
        r = [T[i] + e @ T[i] + u[1][(layers + hops[i]) % N] - u[0]
             for i in range(4)]
        out = [np.sqrt(ws * stiff) * (np.sum(v * v, axis=1) - length**2)
               for v in r]
        for i, j in PAIRS:
            out.append(np.sqrt(wb * stiff) *
                       (np.sum(r[i] * r[j], axis=1) + length**2 / 3))
            bi, bj = back[i], back[j]
            out.append(np.sqrt(wb * (stiff[bi] + stiff[bj]) / 2) *
                       (np.sum(r[i][bi] * r[j][bj], axis=1)
                        + length[bi] * length[bj] / 3))
        return np.concatenate(out)

    x = np.zeros(6 + 6 * N - 3)
    first = 0
    if strain is not None:
        x[:6], first = strain, 6
    for _ in range(18):
        jac = np.empty((16 * N, len(x) - first))
        for m in range(first, len(x)):
            xc = x.astype(complex)
            xc[m] += 1e-30j
            jac[:, m - first] = residual(xc).imag / 1e-30
        step = np.linalg.lstsq(jac, -residual(x), rcond=None)[0]
        x[first:] += step
        if np.linalg.norm(step) < 1e-13:
            break
    assert np.linalg.norm(step) < 1e-8
    return np.sum(residual(x)**2) / N * MEV


def blocks(n):
    return np.r_[np.full(n, .5), np.full(n, -.5)]


def superlattice(label, n, interaction):
    N = 2 * n
    weight = abs(np.fft.fft(blocks(n)) / N)**2
    k = np.outer(np.arange(1, N) / N, Q[label])
    return weight[1:] @ interaction(k)


# --- elastic constants: closed forms against finite strains -------------
C11, C12 = (alpha + 3 * beta) / a, (alpha - beta) / a
C44 = 4 * alpha * beta / ((alpha + beta) * a)


def strain_curvature(pattern, t=1e-4):
    e = t * np.array(pattern, float)
    total = sum(relaxed_energy("001", np.zeros(1), 0.0, strain=s * e)
                for s in (1, -1))
    return total / (MEV * volume * t**2)


assert abs(strain_curvature([1, 0, 0, 0, 0, 0]) / C11 - 1) < 1e-5
assert abs(strain_curvature([1, 1, 0, 0, 0, 0])
           / (2 * (C11 + C12)) - 1) < 1e-5
assert abs(strain_curvature([0, 0, 0, 1, 0, 0]) / (4 * C44) - 1) < 1e-5


# --- continuum limit of J(k) --------------------------------------------
def coherency_modulus(n):
    n = np.atleast_2d(n)
    K = C11 + 2 * C12
    G = (C44 * np.eye(3) + (C12 + C44) * n[:, :, None] * n[:, None, :]
         + (C11 - C12 - 2 * C44) * np.eye(3) * (n**2)[:, None, :])
    w = np.linalg.solve(G, n[:, :, None])[:, :, 0]
    return 0.5 * (3 * K - K**2 * np.sum(n * w, axis=1))


dirs = rng.normal(size=(2000, 3))
dirs /= np.linalg.norm(dirs, axis=1)[:, None]
limit_J = volume * misfit**2 * coherency_modulus(dirs) * MEV
assert np.max(abs(wave_interaction(3e-3 * dirs) / limit_J - 1)) < 1e-4

Y = {s: coherency_modulus(NORMAL[s])[0] for s in CELLS}
E_cs = {s: volume * misfit**2 * Y[s] / 4 * MEV for s in CELLS}
K = C11 + 2 * C12
assert abs(K * (1 - C12 / C11) / Y["001"] - 1) < 1e-12
assert abs(K / 2 * (3 - 3 * K / (K + 4 * C44)) / Y["111"] - 1) < 1e-12
all_Y = coherency_modulus(dirs)
assert Y["001"] <= all_Y.min() + 1e-9 and all_Y.max() <= Y["111"] + 1e-9

# A pure phase relaxes to zero energy: the value at k = 0 itself
assert relaxed_energy("001", np.full(4, .5), misfit) < 1e-8

# --- wave sum against direct relaxation of nonlinear supercells ---------
for s in CELLS:
    small = 1e-3
    direct = relaxed_energy(s, blocks(3), small) * (misfit / small)**2
    assert abs(direct / superlattice(s, 3, wave_interaction) - 1) < 1e-4

# For one orientation alone: coherency energy plus an interface term
slope = {}
for s in CELLS:
    v = [n * (superlattice(s, n, wave_interaction) - E_cs[s])
         for n in (32, 64)]
    assert abs(v[1] - v[0]) < 1e-4 * E_cs[s]
    slope[s] = v[1]

# --- any finite-range many-body expansion falls as 1/n ------------------
PRIM = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
clusters = [(rng.normal(), rng.integers(-2, 3, size=(m, 3)) @ PRIM)
            for m in (1, 2, 3) for _ in range(15)]


def many_body_formation(label, n):
    occ = np.r_[np.ones(n), np.zeros(n)]
    total = 0.0
    for V, vectors in clusters:
        prod = occ.copy()
        for h in layer_offset(label, vectors):
            prod = prod * np.roll(occ, -h)
        total += V * (prod.mean() - 0.5)
    return total


for s in CELLS:
    e1, e2 = many_body_formation(s, 24), many_body_formation(s, 96)
    assert abs(e1) > 1e-6 and abs(4 * e2 - e1) < 1e-11

# --- pair expansions fitted over the whole Brillouin zone ---------------
groups = {}
for v in itertools.product(range(-8, 9), repeat=3):
    if sum(v) % 2 == 0 and any(v):
        groups.setdefault(tuple(sorted(map(abs, v))), []).append(v)
keys = sorted(groups, key=lambda g: (sum(i * i for i in g), g))
STARS = [np.array(groups[g]) / 2 for g in keys]
M = 16
frac = np.array(list(itertools.product(range(M), repeat=3)))[1:] / M
mesh = frac @ (2 * np.pi * np.linalg.inv(PRIM).T)


def design(k, count, with_g):
    cols = [np.cos(k @ R.T).mean(axis=1) - 1 for R in STARS[:count]]
    if with_g:
        cols.append(np.ones(len(k)))
    return np.array(cols).T


def fit(values, count, with_g):
    return np.linalg.lstsq(design(mesh, count, with_g), values,
                           rcond=None)[0]


J_mesh = wave_interaction(mesh)
COUNT = 30
strict = fit(J_mesh, COUNT, False)
plus_g = fit(J_mesh, COUNT, True)


def J_strict(k):
    return design(k, COUNT, False) @ strict


def J_plus_g(k):
    return design(k, COUNT, True) @ plus_g


for s in CELLS:
    e32, e64 = (superlattice(s, n, J_strict) for n in (32, 64))
    assert abs(2 * e64 - e32) < 1e-9
    assert e32 < 0.5 * superlattice(s, 32, wave_interaction)
far = [superlattice(s, 4096, J_plus_g) for s in ("001", "111")]
assert abs(far[0] - far[1]) < 0.02 * (E_cs["111"] - E_cs["001"])

# --- causal control: make the same crystal elastically isotropic --------
iso_limits = wave_interaction(3e-3 * dirs, alpha, alpha)
iso_J = iso_limits.mean()
iso_spread = np.ptp(iso_limits) / iso_J
assert iso_J > 1.0 and iso_spread < 1e-4
iso_mesh = wave_interaction(mesh, alpha, alpha)
errors = {}
for count in (4, 12, 30):
    lam = fit(J_mesh, count, True)[-1]
    err = max(abs(lam / 4 - E_cs[s]) / E_cs[s] for s in CELLS)
    iso_err = abs(fit(iso_mesh, count, True)[-1] / iso_J - 1)
    errors[count] = (100 * err, 100 * iso_err)
assert errors[30][1] < 0.25 * errors[30][0]

# --- effects left out of the harmonic coherent model --------------------
anharmonic, unequal = {}, {}
for s in ("001", "111"):
    base = relaxed_energy(s, blocks(8), misfit)
    harmonic = superlattice(s, 8, wave_interaction)
    anharmonic[s] = 100 * (base / harmonic - 1)
    soft = relaxed_energy(s, blocks(8), misfit, contrast=0.1)
    unequal[s] = 100 * (soft / base - 1)
    assert abs(anharmonic[s]) < 10

growth_T, room_T, expansion_gap = 900.0, 300.0, 1e-6
thermal = 100 * ((1 + expansion_gap * (growth_T - room_T) / misfit)**2 - 1)
entropy = const.k * growth_T * np.log(2) / const.e * 1e3

# Dislocation balance in a [001] superlattice, 60-degree dislocations
burgers = a / np.sqrt(2)
poisson = C12 / (C11 + C12)
pre = burgers * (1 - poisson / 4) / (np.pi * misfit * (1 + poisson))
h_crit = brentq(lambda h: h - pre * (np.log(h / burgers) + 1), pre, 500)

# Piezoelectric field of [111] layers, each strained by misfit/2 in plane
e14, eps_r = 0.1, 11.0
e_par = misfit / 2
e_perp = -2 * e_par * (K - 2 * C44) / (K + 4 * C44)
nn = np.outer(NORMAL["111"], NORMAL["111"])
e = e_par * (np.eye(3) - nn) + e_perp * nn
density = (0.5 * C11 * np.sum(np.diag(e)**2)
           + C12 * (e[0, 0]*e[1, 1] + e[1, 1]*e[2, 2] + e[2, 2]*e[0, 0])
           + 2 * C44 * (e[0, 1]**2 + e[1, 2]**2 + e[0, 2]**2))
assert abs(density * volume * MEV / E_cs["111"] - 1) < 1e-10
polar = abs(2 * e14 * np.array([e[1, 2], e[0, 2], e[0, 1]])
            @ NORMAL["111"])
field = polar / (const.epsilon_0 * eps_r)
piezo = 0.5 * polar * field * volume * 1e-27 / const.e * 1e3

# --- printed results -----------------------------------------------------
print(f"lattice constant {a:.2f} nm; misfit {100*misfit:.1f} %")
print(f"stretch {alpha:.0f} N/m; bend {beta:.0f} N/m")
print(f"C11 {C11:.1f}, C12 {C12:.1f}, C44 {C44:.1f} GPa")
print(f"volume per mixed site {volume:.5f} nm^3")
print("Energies below: meV per mixed site, x = 1/2")
for s in CELLS:
    print(f"[{s}] Y {Y[s]:.1f} GPa; coherency energy {E_cs[s]:.2f} meV")
for s in CELLS:
    print(f"[{s}] interface term n*(E_n - E_cs) {slope[s]:.2f} meV")
half = (E_cs["111"] - E_cs["001"]) / 2
print(f"least worst-case error of any CE + g(x): {half:.2f} meV")
reach = np.linalg.norm(STARS[COUNT - 1][0]) * a
print(f"fitted CE: {COUNT} pair stars, range {reach:.2f} nm")
print("n layers of A, n of B: energies along [001] and [111]")
for n in (2, 4, 8, 16, 32):
    for name, f in (("true", wave_interaction), ("CE", J_strict),
                    ("CE + g(x)", J_plus_g)):
        p, q = superlattice("001", n, f), superlattice("111", n, f)
        print(f"n={n:2d} {name:9s} {p:7.2f} {q:7.2f} meV")
print(f"CE + g(x), infinite period: {plus_g[-1]/4:.2f} meV")
print(f"isotropic control: bend = stretch = {alpha:.0f} N/m")
print(f"control coherency energy {iso_J/4:.2f} meV, all normals")
print("Long-period error of CE + g(x): example (worst), control")
for count, (p, q) in errors.items():
    print(f"{count:2d} stars: {p:.2f} %, {q:.2f} %")
print("Neglected effects")
for s in ("001", "111"):
    print(f"[{s}] n=8 anharmonic change {anharmonic[s]:+.2f} %")
    print(f"[{s}] n=8 stiffness +/-10 %: change {unequal[s]:+.2f} %")
print(f"expansion gap {expansion_gap:.0e} /K, {room_T:.0f}-{growth_T:.0f} K")
print(f"thermal misfit changes energy by {thermal:.1f} %")
print(f"kT ln2 at {growth_T:.0f} K: {entropy:.1f} meV")
print(f"Burgers length {burgers:.3f} nm; Poisson ratio {poisson:.3f}")
print(f"[001] critical layer {h_crit:.1f} nm = {h_crit/(a/2):.0f} layers")
print(f"e14 {e14:.1f} C/m^2; relative permittivity {eps_r:.0f}")
print(f"[111] piezo field {field/1e8:.2f} MV/cm; energy {piezo:.4f} meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
lattice constant 0.55 nm; misfit 4.0 %
stretch 45 N/m; bend 10 N/m
C11 136.4, C12 63.6, C44 59.5 GPa
volume per mixed site 0.04159 nm^3
Energies below: meV per mixed site, x = 1/2
[001] Y 140.6 GPa; coherency energy 14.60 meV
[110] Y 177.6 GPa; coherency energy 18.44 meV
[111] Y 187.6 GPa; coherency energy 19.48 meV
[001] interface term n*(E_n - E_cs) -0.96 meV
[110] interface term n*(E_n - E_cs) -11.40 meV
[111] interface term n*(E_n - E_cs) 0.08 meV
least worst-case error of any CE + g(x): 2.44 meV
fitted CE: 30 pair stars, range 1.94 nm
n layers of A, n of B: energies along [001] and [111]
n= 2 true        14.12   19.53 meV
n= 2 CE          14.39   18.44 meV
n= 2 CE + g(x)   14.37   19.47 meV
n= 4 true        14.36   19.50 meV
n= 4 CE          15.38   19.18 meV
n= 4 CE + g(x)   14.66   18.43 meV
n= 8 true        14.48   19.49 meV
n= 8 CE          10.30   10.26 meV
n= 8 CE + g(x)   16.67   18.06 meV
n=16 true        14.54   19.49 meV
n=16 CE           5.15    5.13 meV
n=16 CE + g(x)   17.32   18.02 meV
n=32 true        14.57   19.49 meV
n=32 CE           2.57    2.56 meV
n=32 CE + g(x)   17.64   17.99 meV
CE + g(x), infinite period: 17.97 meV
isotropic control: bend = stretch = 45 N/m
control coherency energy 33.99 meV, all normals
Long-period error of CE + g(x): example (worst), control
 4 stars: 32.18 %, 2.48 %
12 stars: 19.40 %, 0.34 %
30 stars: 23.05 %, 0.46 %
Neglected effects
[001] n=8 anharmonic change +0.00 %
[001] n=8 stiffness +/-10 %: change -0.98 %
[111] n=8 anharmonic change +0.02 %
[111] n=8 stiffness +/-10 %: change -0.85 %
expansion gap 1e-06 /K, 300-900 K
thermal misfit changes energy by 3.0 %
kT ln2 at 900 K: 53.8 meV
Burgers length 0.389 nm; Poisson ratio 0.318
[001] critical layer 8.9 nm = 32 layers
e14 0.1 C/m^2; relative permittivity 11
[111] piezo field 0.37 MV/cm; energy 0.0177 meV
ALL CHECKS PASSED
```
